# Ewald summation of the point-ion field gradient in hcp lattices: a program that tests the result

```python
"""
Point-ion electric field gradient (EFG) of the hcp lattice.

Result under test: for equal charges q on hcp sites in a uniform neutralizing
background, V_zz = q/(4 pi eps0 a^3) * S_zz, with S_zz given by an Ewald sum.
Bare direct sums over ions differ from it by -4 pi n (N_z - 1/3), where N_z is
the depolarization factor of the summed region. At c/a = sqrt(8/3), S_zz is
small but nonzero, close to 96 pi^2 exp(-8 sqrt(2) pi/3).

Symbols: a = hexagonal edge (unit of length in all lattice sums), ratio = c/a,
n = ions per a^3, alpha = Ewald splitting parameter in 1/a, z = the c axis.
A spheroid has semi-axes across (normal to c) and along (parallel to c).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, zeta

IDEAL = np.sqrt(8 / 3)
HCP = np.array([[0, 0, 0], [1/3, 1/3, 1/2]])
FCC = np.array([[0, 0, 0], [1/3, 1/3, 1/3], [2/3, 2/3, 2/3]])
AREA = np.sqrt(3) / 2


def cell_vectors(ratio):
    return np.array([[1, 0, 0], [0.5, np.sqrt(3)/2, 0], [0, 0, ratio]])


def index_grid(n1, n2, n3):
    axes = [np.arange(-k, k + 1) for k in (n1, n2, n3)]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)


def traceless_sum(vectors, weights):
    """Sum of weights * (unit_i unit_j - delta_ij/3)."""
    unit = vectors / np.linalg.norm(vectors, axis=1)[:, None]
    return (unit * weights[:, None]).T @ unit - np.eye(3)*weights.sum()/3


def ewald_parts(ratio, basis=HCP, alpha=2.0):
    """Real-space and reciprocal-space parts of the tensor S_ij."""
    cell = cell_vectors(ratio)
    cells = index_grid(8, 8, 6)
    pos = np.concatenate([(cells + site) @ cell for site in basis])
    r = np.linalg.norm(pos, axis=1)
    pos, r = pos[r > 1e-8], r[r > 1e-8]
    radial = (3*erfc(alpha*r)/r**3 + 2*alpha/np.sqrt(np.pi)
              * np.exp(-(alpha*r)**2) * (3/r**2 + 2*alpha**2))
    real = traceless_sum(pos, radial)
    hkl = index_grid(8, 8, 16)
    hkl = hkl[np.any(hkl != 0, axis=1)]
    waves = 2*np.pi * hkl @ np.linalg.inv(cell).T
    structure = np.cos(2*np.pi * hkl @ basis.T).sum(axis=1)
    damping = np.exp(-np.sum(waves**2, axis=1) / (4*alpha**2))
    volume = abs(np.linalg.det(cell))
    recip = traceless_sum(waves, -4*np.pi/volume * damping * structure)
    return real, recip


def ewald_zz(ratio, basis=HCP, alpha=2.0):
    real, recip = ewald_parts(ratio, basis, alpha)
    return real[2, 2] + recip[2, 2]


def density(ratio):
    return 2 / (AREA * ratio)


IN_PLANE = 6*zeta(1.5, 1)*3**-1.5*(zeta(1.5, 1/3) - zeta(1.5, 2/3))


def plane_sum(ratio):
    """Other-plane part of S_zz, total S_zz, and d S_zz / d(c/a)."""
    h, k = np.meshgrid(np.arange(-8, 9), np.arange(-8, 9))
    keep = (h != 0) | (k != 0)
    h, k = h[keep], k[keep]
    g = 4*np.pi/np.sqrt(3) * np.sqrt(h*h + k*k - h*k)
    others, slope = 0.0, 0.0
    for m in range(1, 16):
        phase = np.cos(2*np.pi*(h + k)/3) if m % 2 else np.ones(len(h))
        terms = 2 * 2*np.pi/AREA * g * np.exp(-g*m*ratio/2) * phase
        others += terms.sum()
        slope -= (terms * g * m/2).sum()
    shape = 8*np.pi*density(ratio)/3
    return others, shape - IN_PLANE + others, slope - shape/ratio


def depolarization(across, along):
    kappa = (across/along)**2 - 1
    if abs(kappa) < 1e-12:
        return 1/3
    root = np.sqrt(abs(kappa))
    mean = np.arctan(root)/root if kappa > 0 else np.arctanh(root)/root
    return (1 + kappa)/kappa * (1 - mean)


def shape_integral(across, along):
    """EFG at the centre of a uniform spheroid of unit density."""
    def integrand(u):
        radius = ((1 - u*u)/across**2 + u*u/along**2)**-0.5
        return 2*np.pi*(3*u*u - 1)*np.log(radius)
    return quad(integrand, -1, 1, epsabs=1e-11)[0]


def ions_in_spheroid(ratio, across, along):
    cells = index_grid(int(1.6*across) + 3, int(1.2*across) + 3,
                       int(along/ratio) + 2)
    pos = np.concatenate([(cells + s) @ cell_vectors(ratio) for s in HCP])
    scale = np.sqrt((pos[:, 0]**2 + pos[:, 1]**2)/across**2
                    + pos[:, 2]**2/along**2)
    keep = (scale < 1) & (scale > 1e-9)
    return pos[keep], scale[keep]


def bare_terms(pos):
    r2 = np.sum(pos**2, axis=1)
    return (3*pos[:, 2]**2 - r2) / r2**2.5


def smooth_direct_sum(ratio, across, along):
    """Bare ion sum, cutoff averaged over similar concentric spheroids."""
    pos, scale = ions_in_spheroid(ratio, across, along)
    return np.sum(bare_terms(pos) * 0.5*erfc((scale - 0.6)/0.1))


# Ewald value, splitting independence, tensor symmetry, fcc control
s_ideal = ewald_zz(IDEAL)
print(f"ideal c/a = {IDEAL:.6f}; ion density n = {density(IDEAL):.6f} a^-3")
for alpha in (1.5, 2.0, 2.5):
    real, recip = ewald_parts(IDEAL, alpha=alpha)
    total = real + recip
    assert abs(total[2, 2] - s_ideal) < 1e-10
    assert np.allclose(total, np.diag([-.5, -.5, 1])*s_ideal, atol=1e-10)
    print(f"alpha = {alpha:.1f}/a: real part {real[2, 2]:+.8f}, reciprocal "
          f"part {recip[2, 2]:+.8f}, S_zz = {total[2, 2]:.8f}")
s_fcc = ewald_zz(np.sqrt(6), FCC)
assert abs(s_fcc) < 1e-10 and s_ideal > 1e-3
print(f"fcc control: |S_zz| below 1e-10 is {abs(s_fcc) < 1e-10}")

# Plane-by-plane road, including the planar lattice constant
flat = index_grid(360, 360, 0) @ cell_vectors(1.0)
rho = np.linalg.norm(flat, axis=1)
rho = rho[(rho > 0) & (rho < 300)]
explicit = np.sum(rho**-3) + 2*np.pi/(AREA*300)
assert abs(explicit - IN_PLANE) < 1e-4
for ratio in (1.50, 1.60, IDEAL, 1.75, 1.90):
    assert abs(plane_sum(ratio)[1] - ewald_zz(ratio)) < 1e-9
others, s_planes, slope = plane_sum(IDEAL)
print(f"in-plane sum of 1/r^3 = {IN_PLANE:.8f} a^-3 "
      f"(explicit sum with tail {explicit:.5f})")
print(f"other planes = {others:+.8f}; 8 pi n/3 = "
      f"{8*np.pi*density(IDEAL)/3:.8f}; S_zz by planes = {s_planes:.8f}")

# Leading closed form of the ideal-ratio value
leading = 96*np.pi**2*np.exp(-8*np.sqrt(2)*np.pi/3)
corrected = leading*(1 - np.exp(-4*np.sqrt(2)*np.pi/3))
assert abs(leading/s_ideal - 1) < 4e-3
assert abs(corrected/s_ideal - 1) < 1e-4
print(f"second-plane closed form = {leading:.8f}; "
      f"with third planes = {corrected:.8f}")

# Shape dependence of bare direct sums
print("Bare ion sums at ideal c/a, smooth cutoff (semi-axes in a):")
for across, along in ((30, 30), (60, 20), (60, 15), (20, 60)):
    factor = depolarization(across, along)
    shift = -4*np.pi*density(IDEAL)*(factor - 1/3)
    by_quad = density(IDEAL)*shape_integral(across, along)
    assert abs(shift - by_quad) < 1e-7
    bare = smooth_direct_sum(IDEAL, across, along)
    assert abs(bare - shift - s_ideal) < 1e-6
    print(f"  across {across}, along {along}: N_z = {factor:.6f}, bare sum "
          f"= {bare:+.6f}, shape term = {shift:+.6f}")
disc_limit = s_ideal - 8*np.pi*density(IDEAL)/3
needle_limit = s_ideal + 4*np.pi*density(IDEAL)/3
assert abs(disc_limit - (others - IN_PLANE)) < 1e-9
print(f"disc limit = {disc_limit:+.6f}; needle limit = {needle_limit:+.6f}")

# Sharp spherical cutoffs and the first neighbour shells
pos, _ = ions_in_spheroid(IDEAL, 31, 31)
r = np.linalg.norm(pos, axis=1)
order = np.argsort(r)
running = np.cumsum(bare_terms(pos)[order])
scatter = []
for low, high in ((8, 10), (24, 30)):
    radii = np.linspace(low + 0.00037, high + 0.00037, 600)
    sums = running[np.searchsorted(r[order], radii) - 1]
    scatter.append(np.max(np.abs(sums - s_ideal)))
    print(f"sharp sphere, radius {low} to {high} a: largest error "
          f"of S_zz = {scatter[-1]:.5f}")
assert scatter[0] > s_ideal and scatter[1] < 0.5*scatter[0]
shell_sums = []
for radius in np.unique(np.round(r[r < 1.8], 7))[:4]:
    members = np.abs(r - radius) < 1e-5
    shell_sums.append(bare_terms(pos[members]).sum())
    print(f"shell at {radius:.5f} a: {members.sum()} ions, "
          f"contribution {shell_sums[-1] + 0.0:.5f}".replace("-0.00000",
                                                            "0.00000"))
assert max(abs(shell_sums[0]), abs(shell_sums[1])) < 1e-10
assert shell_sums[2] > 0.1

# Dependence on c/a at fixed a
step = 1e-4
numeric = (ewald_zz(IDEAL + step) - ewald_zz(IDEAL - step)) / (2*step)
assert abs(numeric - slope) < 1e-5
zero_ratio = brentq(ewald_zz, 1.62, 1.65, xtol=1e-12)
assert slope < 0 and zero_ratio > IDEAL
print(f"dS_zz/d(c/a) at ideal = {slope:.6f} "
      f"(finite difference {numeric:.6f})")
print(f"S_zz vanishes at c/a = {zero_ratio:.6f}, "
      f"above ideal by {zero_ratio - IDEAL:.6f}")

# Worked example with round model parameters
charge_number, edge = 2, 3.0e-10
unit = constants.e / (4*np.pi*constants.epsilon_0*edge**3)
print(f"Example: Z = {charge_number}, a = {edge*1e10:.1f} angstrom, "
      f"e/(4 pi eps0 a^3) = {unit:.5e} V/m^2")
for ratio in (IDEAL, 1.60):
    value = ewald_zz(ratio)
    linear = s_ideal + slope*(ratio - IDEAL)
    print(f"  c/a = {ratio:.6f}: S_zz = {value:.6f} (linear estimate "
          f"{linear:.6f}), V_zz = {charge_number*unit*value:.4e} V/m^2")
print(f"  ideal c/a, disc-shaped bare sum: V_zz = "
      f"{charge_number*unit*disc_limit:.4e} V/m^2")
print(f"  ideal c/a, needle-shaped bare sum: V_zz = "
      f"{charge_number*unit*needle_limit:.4e} V/m^2")
print("success")
```

Output:

```
ideal c/a = 1.632993; ion density n = 1.414214 a^-3
alpha = 1.5/a: real part +0.00393845, reciprocal part +0.00282287, S_zz = 0.00676132
alpha = 2.0/a: real part +0.00026145, reciprocal part +0.00649987, S_zz = 0.00676132
alpha = 2.5/a: real part +0.00000207, reciprocal part +0.00675925, S_zz = 0.00676132
fcc control: |S_zz| below 1e-10 is True
in-plane sum of 1/r^3 = 11.03417573 a^-3 (explicit sum with tail 11.03417)
other planes = -0.80675078; 8 pi n/3 = 11.84768784; S_zz by planes = 0.00676132
second-plane closed form = 0.00677931; with third planes = 0.00676118
Bare ion sums at ideal c/a, smooth cutoff (semi-axes in a):
  across 30, along 30: N_z = 0.333333, bare sum = +0.006761, shape term = -0.000000
  across 60, along 20: N_z = 0.635389, bare sum = -5.361229, shape term = -5.367990
  across 60, along 15: N_z = 0.703641, bare sum = -6.574182, shape term = -6.580943
  across 20, along 60: N_z = 0.108709, bare sum = +3.998672, shape term = +3.991910
disc limit = -11.840927; needle limit = +5.930605
sharp sphere, radius 8 to 10 a: largest error of S_zz = 0.08680
sharp sphere, radius 24 to 30 a: largest error of S_zz = 0.00929
shell at 1.00000 a: 12 ions, contribution 0.00000
shell at 1.41421 a: 6 ions, contribution 0.00000
shell at 1.63299 a: 2 ions, contribution 0.91856
shell at 1.73205 a: 18 ions, contribution -1.92450
dS_zz/d(c/a) at ideal = -4.428980 (finite difference -4.428980)
S_zz vanishes at c/a = 1.634520, above ideal by 0.001526
Example: Z = 2, a = 3.0 angstrom, e/(4 pi eps0 a^3) = 5.33320e+19 V/m^2
  c/a = 1.632993: S_zz = 0.006761 (linear estimate 0.006761), V_zz = 7.2119e+17 V/m^2
  c/a = 1.600000: S_zz = 0.152394 (linear estimate 0.152887), V_zz = 1.6255e+19 V/m^2
  ideal c/a, disc-shaped bare sum: V_zz = -1.2630e+21 V/m^2
  ideal c/a, needle-shaped bare sum: V_zz = 6.3258e+20 V/m^2
success
```
